\section*{Comment on Subtracting Only the Semilocal Potential in GW on Hybrids}

\section*{The argument under review}

The manuscript computes one-shot GW quasiparticle energies from a global hybrid. It adds the complete self-energy to the hybrid eigenvalue and subtracts the semilocal potential alone. Three reasons are offered. First, the exact-exchange part of the hybrid is already genuine Fock exchange, so it needs no replacement. Second, the recipe gives the accepted result on a semilocal starting point. Third, the change of the results with the exchange fraction is the familiar dependence of one-shot GW on its starting point.

The premise of the first reason is sound, but the conclusion does not follow. The question is how much Fock exchange the final equation contains, and this can be settled by counting terms.

\section*{What the hybrid eigenvalue contains}

I take a closed-shell system with real orbitals $\phi_n$ and write the formulas in Hartree atomic units. Let $h$ be the kinetic energy plus the nuclear attraction, and $J$ the Hartree potential of the hybrid density. The Fock exchange operator built from the occupied hybrid orbitals is
\begin{equation}
(\Sigma_x\phi)(\mathbf r)=-\sum_i^{\rm occ}\phi_i(\mathbf r)\int d\mathbf r'\,
\frac{\phi_i(\mathbf r')\phi(\mathbf r')}{|\mathbf r-\mathbf r'|}.
\end{equation}
A global hybrid with exchange fraction $a$ uses
\begin{equation}
v_{\rm hyb}=a\Sigma_x+v_{\rm sl},\qquad v_{\rm sl}=(1-a)v_x+v_c ,
\end{equation}
where $v_x$ and $v_c$ are semilocal. Projecting $(h+J+v_{\rm hyb})\phi_n=\varepsilon_n\phi_n$ on $\phi_n$ gives
\begin{equation}
\varepsilon_n=\langle h+J\rangle_n+a\langle\Sigma_x\rangle_n+\langle v_{\rm sl}\rangle_n .
\label{eps}
\end{equation}

The GW self-energy is $\Sigma(E)=\Sigma_x+\Sigma_c(E)$, with the whole of $\Sigma_x$. In the Dyson equation it takes the place of $v_{\rm hyb}$. With the density held fixed and only diagonal elements kept,
\begin{equation}
E_n=\langle h+J\rangle_n+\langle\Sigma_x\rangle_n+\Sigma_{c,n}(E_n).
\label{direct}
\end{equation}
Nothing is subtracted here. A subtraction appears only when $\langle h+J\rangle_n$ is eliminated with Eq.~(\ref{eps}):
\begin{align}
E_n&=\varepsilon_n-a\langle\Sigma_x\rangle_n-\langle v_{\rm sl}\rangle_n
+\langle\Sigma_x\rangle_n+\Sigma_{c,n}(E_n)\nonumber\\
&=\varepsilon_n+\langle\Sigma_x-v_{\rm hyb}\rangle_n+\Sigma_{c,n}(E_n).
\label{right}
\end{align}

The manuscript's static part, meaning everything except $\Sigma_c$, is instead
\begin{equation}
\varepsilon_n+\langle\Sigma_x-v_{\rm sl}\rangle_n
=\langle h+J\rangle_n+(1+a)\langle\Sigma_x\rangle_n .
\end{equation}
Fock exchange enters $1+a$ times, and the static error is
\begin{equation}
\delta_n=a\langle\Sigma_x\rangle_n .
\label{double}
\end{equation}

The author's first reason can be turned into a correct recipe. If the fraction $a\Sigma_x$ is to stay in the eigenvalue, only the missing part may be added:
\begin{equation}
E_n=\varepsilon_n+(1-a)\langle\Sigma_x\rangle_n-\langle v_{\rm sl}\rangle_n+\Sigma_{c,n}(E_n).
\end{equation}
This is Eq.~(\ref{right}) with its exchange terms collected. Subtracting $v_{\rm sl}$ alone is therefore right with $(1-a)\Sigma_x$ and wrong with $\Sigma_x$.

\section*{Two limits, and a second reading}

At $a=0$ the error vanishes. The second reason thus examines the one case in which the fault cannot show. At the other end, take $a=1$ and drop $v_c$, which gives a Hartree--Fock start. Then $v_{\rm sl}=0$, and Eq.~(\ref{right}) reduces to $E_n=\varepsilon_n+\Sigma_{c,n}(E_n)$. The manuscript's recipe would add a second complete Fock exchange term.

The sign of the error is fixed. In the notation $(pq|rs)=\iint\phi_p\phi_q(\mathbf r)\,\phi_r\phi_s(\mathbf r')/|\mathbf r-\mathbf r'|$,
\begin{equation}
\langle\Sigma_x\rangle_n=-\sum_i^{\rm occ}(ni|ni)<0,
\end{equation}
because each $(ni|ni)$ is twice the electrostatic self-energy of the charge distribution $\phi_n\phi_i$, which is positive. For $a>0$ the static level is therefore always placed too low.

The phrase ``semilocal potential'' could also mean the full potential $v_x+v_c$ of the parent functional. Since $v_{\rm hyb}-(v_x+v_c)=a(\Sigma_x-v_x)$, subtracting the parent potential leaves the different error
\begin{equation}
\delta_n^{\rm parent}=a\langle\Sigma_x-v_x\rangle_n ,
\label{parent}
\end{equation}
which has no fixed sign. The manuscript should state which potential its code removes.

\section*{From static error to quasiparticle error}

The static error is not yet the error of $E_n$, because $\Sigma_c$ is re-evaluated at the displaced energy. Its energy dependence follows from the screened interaction. Let $D$ be the diagonal matrix of occupied-to-empty eigenvalue differences, and $K$ the matrix of integrals $(ia|jb)$, with $i,j$ occupied and $a,b$ empty (as orbital labels). In the random-phase approximation (RPA), with both spins counted, $\chi_0=4D/(\omega^2-D^2)$ and
\begin{align}
\chi&=(\chi_0^{-1}-K)^{-1}=4D^{1/2}(\omega^2-M)^{-1}D^{1/2},\\
M&=D^2+4D^{1/2}KD^{1/2}.
\end{align}
$M$ is positive, since $D$ is positive and the Coulomb matrix $K$ has no negative eigenvalue. Let its eigenvalues be $\Omega_s^2$ and its normalized eigenvectors $Z_s$. The correlation part of $W$ between the products $\phi_n\phi_m$ is then
\begin{align}
W^c_{nm}(\omega)&=\sum_s\frac{2\Omega_s w_{nms}^2}{\omega^2-\Omega_s^2},\\
w_{nms}&=\sqrt{\frac{2}{\Omega_s}}\sum_{ia}(nm|ia)\,(D^{1/2}Z_s)_{ia}.
\end{align}
The self-energy is the convolution
\begin{equation}
\Sigma_{c,n}(E)=\frac{i}{2\pi}\sum_m\int d\omega\,
\frac{W^c_{nm}(\omega)}{E+\omega-\varepsilon_m\pm i\eta},
\end{equation}
with the upper sign for empty $m$. The time-ordered $W^c$ has poles at $\Omega_s-i\eta$ and $-\Omega_s+i\eta$, with residues $w^2$ and $-w^2$. The integrand falls as $\omega^{-3}$, so the contour may be closed on either side. For empty $m$ I close it above, where only $-\Omega_s+i\eta$ lies inside. The prefactor $(i/2\pi)(2\pi i)=-1$ cancels the sign of the residue. For occupied $m$ I close it below, around $\Omega_s-i\eta$, and the clockwise sense gives the prefactor $+1$. Hence
\begin{equation}
\Sigma_{c,n}(E)=\sum_{ms}\frac{w_{nms}^2}{E-p_{ms}},\qquad
p_{ms}=\begin{cases}\varepsilon_m-\Omega_s&\text{occupied}\\ \varepsilon_m+\Omega_s&\text{empty.}\end{cases}
\end{equation}

Between neighbouring poles $d\Sigma_c/dE=-\sum w^2/(E-p)^2<0$. Across such an interval $E-\Sigma_{c,n}(E)$ rises from $-\infty$ to $+\infty$, so there is one root for any static part. I follow the root in the interval that contains the gap. Let $E$ be the correct root and $E'$ the root with static error $\delta$. Subtracting their equations gives
\begin{equation}
E'-E=\delta+\Sigma_c(E')-\Sigma_c(E)=\delta+S\,(E'-E),
\end{equation}
where $S$ is the secant slope of $\Sigma_c$ between the roots. Therefore
\begin{equation}
E'-E=\bar Z\,\delta,\qquad \bar Z=\frac{1}{1-S},\qquad 0<\bar Z<1,
\label{shift}
\end{equation}
because $S<0$. For small $\delta$, $\bar Z$ tends to the usual $Z=1/(1-d\Sigma_c/dE)$. In this model the quasiparticle error keeps the sign of the static error and is smaller in size.

\section*{Numbers for BeH$_2$}

To show the size of the effect I computed linear BeH$_2$ with a Be--H length of 1.33~\AA, the PBE-based hybrid with $a=0.25$, and the def2-TZVPP basis (47 functions). All electrons were included. Semilocal potentials were integrated on an atom-centred grid, $M$ was diagonalized in full, and the roots were found by bracketing. The matrix elements in eV are:
\begin{center}
\begin{tabular}{lrr}
 & HOMO & LUMO\\
$\varepsilon$ & $-8.823$ & $-0.745$\\
$\langle h+J\rangle$ & $3.738$ & $3.751$\\
$\langle\Sigma_x\rangle$ & $-15.890$ & $-1.515$\\
$\langle v_{\rm sl}\rangle$ & $-8.589$ & $-4.118$\\
$\langle v_x\rangle$ & $-10.297$ & $-4.644$\\
$\Sigma_c$ at the correct root & $0.344$ & $-0.822$
\end{tabular}
\end{center}

For the HOMO, Eq.~(\ref{direct}) gives $3.738-15.890+0.344=-11.808$~eV. For the LUMO it gives $3.751-1.515-0.822=1.414$~eV.

With $v_{\rm sl}$ alone subtracted, the static error of the HOMO is $0.25\times(-15.890)=-3.972$~eV, and its root moves to $-15.100$~eV. The shift is $-3.292$~eV, so $\bar Z=0.829$. The missing $0.680$~eV is the rise of $\Sigma_c$ between the two roots, which gives $S=0.680/(-3.292)=-0.207$ and, through Eq.~(\ref{shift}), the same $\bar Z$. The local value $Z=0.865$ would predict $-3.436$~eV. It overstates the shift because $\Sigma_c$ is steeper on average towards the faulty root than at the correct one.

The static error of the LUMO is only $-0.379$~eV and its shift $-0.359$~eV. The two errors do not cancel in the gap, which grows from 13.22 to 16.16~eV.

Subtracting the full PBE potential gives static errors of $0.25\times(-15.890+10.297)=-1.398$~eV for the HOMO and $0.25\times(-1.515+4.644)=0.782$~eV for the LUMO. The levels shift by $-1.195$ and $+0.739$~eV. The HOMO moves down and the LUMO up, so both shifts widen the gap, to 15.16~eV. For the LUMO this second fault is the larger of the two.

\section*{The claimed starting-point dependence}

The third reason can be judged by varying $a$ with geometry and basis held fixed. The ionization energies $-E_{\rm HOMO}$ in eV are:
\begin{center}
\begin{tabular}{lrrr}
$a$ & 0 & 0.25 & 0.50\\
$v_{\rm hyb}$ subtracted & 11.39 & 11.81 & 12.04\\
$v_{\rm sl}$ subtracted & 11.39 & 15.10 & 18.86
\end{tabular}
\end{center}
The genuine dependence on the starting point spans 0.65~eV in this basis, and about 0.03~eV more when diffuse functions are added. The manuscript's recipe spans 7.47~eV, and most of that is double counting.

As a separate reference I took the CCSD(T) total energy of the cation minus that of the neutral molecule, at the same geometry and in the same basis. It gives 12.05~eV. At $a=0.25$ the correct recipe lies 0.24~eV below this value. Subtracting the full PBE potential puts the result 0.96~eV above it, and subtracting $v_{\rm sl}$ alone 3.05~eV above. CCSD(T) is itself approximate: it truncates the treatment of correlation, and here it shares the finite basis. The differences quoted are for def2-TZVPP; their convergence with the basis was not examined.

\section*{How far the numbers carry}

The chosen bond length is close to that of the free molecule, roughly 1.3~\AA. The calculation gives vertical energies at fixed nuclei, whereas a real molecule vibrates and relaxes on ionization. Lengthening both bonds by 0.02~\AA\ raises the HOMO level by 0.06~eV in the smaller def2-SVP basis, which indicates the sensitivity to geometry but does not replace a vibrational treatment. Going to def2-QZVPP (96 functions) lowers the HOMO by 0.11~eV and the LUMO by 0.38~eV. The LUMO lies above zero, so the added electron is unbound at this level, and a finite set of localized functions represents such a state poorly. Adding to def2-TZVPP one diffuse $s$ and one diffuse $p$ shell on each atom, with exponents one third of the smallest present, lowers the quasiparticle energy of the hybrid LUMO from 1.41 to 1.06~eV. Another empty orbital then lies below it, at 0.56~eV, and the smallest gap falls from 13.22 to 12.36~eV. These values depend on the exponents chosen: a second, still more diffuse $s$ and $p$ shell on Be brings the lowest empty level down to 0.21~eV and the gap to 12.02~eV. Neither 1.41~eV nor the gap is a converged prediction. The double-counting shifts are steadier: in the larger basis they are $-3.26$ and $-0.33$~eV. The LUMO shifts still depend somewhat on the basis: adding diffuse functions to def2-TZVPP reduces their size by 0.03 to 0.04~eV when $v_{\rm sl}$ is subtracted and by 0.06 to 0.07~eV when the full PBE potential is subtracted.

For a solid used in chips and treated with a global hybrid, the counting in Eqs.~(\ref{eps})--(\ref{double}) applies to each Bloch state, again with fixed density and diagonal elements only, once the complex conjugates that real orbitals made unnecessary are restored in $\Sigma_x$. A screened hybrid such as HSE06, often used for solids, contains only short-range Fock exchange. The term counted twice is then $a$ times the matrix element of that short-range part, not $a\langle\Sigma_x\rangle_n$. The sizes found here do not transfer, because the exchange elements and the screening are those of a small molecule.

\section*{Requested correction}

The author should subtract the matrix element of the whole exchange-correlation potential $v_{\rm hyb}$ that produced $\varepsilon_n$, including its nonlocal part. The fault can be located before any GW step. By Eq.~(\ref{eps}), $\varepsilon_n$ minus the subtracted element must equal $\langle h+J\rangle_n$, evaluated separately with the same density. For the HOMO above, the manuscript's choice leaves $-8.823+8.589=-0.234$~eV where 3.738~eV is required. The difference, $-3.972$~eV, is the double-counted exchange. The quasiparticle energies, and any conclusion drawn from their variation with $a$, should then be recomputed.
